# Why coherent and incoherent quasielastic widths differ in a blocking lattice gas: a numerical check

```python
"""
Site-blocking lattice gas: coherent and incoherent quasielastic widths.

Result under test (hard-core particles, otherwise non-interacting):
  coherent width            = G0(q), independent of concentration c
  incoherent initial rate   = (1-c) G0(q)
  incoherent small-q width  = (1-c) f(c) G0(q)
Square lattice: f(c) <= f_lin(c) = (2-c)/(2+(pi-3)c), exact in the
one-particle-background and one-vacancy limits.

K  : hop rate to one neighbour; the total attempt rate 4K is the unit
G0 : free-particle width, K * sum over neighbour steps of (1-cos(q.step))
f  : correlation factor of a tagged particle (tracer)
Lengths are in lattice constants unless a unit is given.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import cg, expm_multiply

K = 0.25
SQUARE = [(1, 0), (0, 1), (-1, 0), (0, -1)]
CHAIN = [(1, 0), (-1, 0)]


def free_width(q):
    """Free-particle width for q along x."""
    return 2 * K * (1 - np.cos(q))


def f_linear(c):
    return (2 - c) / (2 + (np.pi - 3) * c)


def sparse_from(pairs, size):
    """Matrix with a one for every allowed transition row -> column."""
    if not pairs:
        return coo_matrix((size, size)).tocsr()
    rows, cols = np.array(pairs).T
    return coo_matrix((np.ones(len(rows)), (rows, cols)),
                      shape=(size, size)).tocsr()


def coherent_exact(side, number, q, time):
    """Normalized density correlation and S per particle, full generator."""
    sites = side * side
    configs = list(combinations(range(sites), number))
    masks = [sum(1 << s for s in conf) for conf in configs]
    index = {m: i for i, m in enumerate(masks)}
    bonds = []
    for s in range(sites):
        x, y = s % side, s // side
        bonds.append((s, (x + 1) % side + side * y))
        bonds.append((s, x + side * ((y + 1) % side)))
    pairs = []
    for i, m in enumerate(masks):
        for a, b in bonds:
            if (m >> a & 1) != (m >> b & 1):
                pairs.append((i, index[m ^ (1 << a) ^ (1 << b)]))
    hops = K * sparse_from(pairs, len(masks))
    escape = np.asarray(hops.sum(axis=1)).ravel()
    generator = (hops - diags(escape)).tocsr()
    phase = np.exp(1j * q * (np.arange(sites) % side))
    rho = phase[np.array(configs)].sum(axis=1)
    later = expm_multiply(generator * time, rho)
    norm = np.mean(abs(rho) ** 2)
    return np.mean(rho.conj() * later).real / norm, norm / number


class TaggedChain:
    """Environment seen from a tagged particle, all configurations."""

    def __init__(self, lx, ly, number, steps):
        sites = lx * ly

        def site(x, y):
            return x % lx + lx * (y % ly)

        configs = list(combinations(range(1, sites), number - 1))
        masks = [sum(1 << s for s in conf) for conf in configs]
        index = {m: i for i, m in enumerate(masks)}
        bonds = []
        for s in range(1, sites):
            for dx, dy in steps[:len(steps) // 2]:
                n = site(s % lx + dx, s // lx + dy)
                if n != 0:
                    bonds.append((s, n))
        bath = []
        tracer = {-1: [], 0: [], 1: []}
        for i, (m, conf) in enumerate(zip(masks, configs)):
            for a, b in bonds:
                if (m >> a & 1) != (m >> b & 1):
                    bath.append((i, index[m ^ (1 << a) ^ (1 << b)]))
            for dx, dy in steps:
                if not m >> site(dx, dy) & 1:
                    new = sum(1 << site(s % lx - dx, s // lx - dy)
                              for s in conf)
                    tracer[dx].append((i, index[new]))
        self.size = len(masks)
        self.bath = sparse_from(bath, self.size)
        self.tracer = {d: sparse_from(p, self.size)
                       for d, p in tracer.items()}
        self.occupation = np.array([[m >> s & 1 for s in range(1, sites)]
                                    for m in masks], float)

    def generator(self, q):
        plain = self.bath + sum(self.tracer.values())
        escape = np.asarray(plain.sum(axis=1)).ravel()
        moved = self.bath + sum(np.exp(1j * q * d) * t
                                for d, t in self.tracer.items())
        return (K * (moved - diags(escape))).tocsr()

    def correlation_factor(self):
        """Exact f, its linear-trial bound, and the free-target chance."""
        one = np.ones(self.size)
        right, left = self.tracer[1] @ one, self.tracer[-1] @ one
        drift = K * (right - left)
        chance = right.mean()
        matrix = -self.generator(0.0).real
        solution, info = cg(matrix, drift)
        assert info == 0
        exact = 1 - np.mean(drift * solution) / (K * chance)
        basis = self.occupation
        overlap = basis.T @ drift
        small = basis.T @ (matrix @ basis)
        gain = overlap @ np.linalg.pinv(small, rcond=1e-10) @ overlap
        linear = 1 - gain / self.size / (K * chance)
        return exact, linear, chance

    def self_function(self, q, times):
        """Incoherent intermediate function at increasing times."""
        generator = self.generator(q)
        state, now, values = np.ones(self.size, complex), 0.0, []
        for t in times:
            state = expm_multiply(generator * (t - now), state)
            now = t
            values.append(np.mean(state).real)
        return np.array(values)


def one_walker_factor(side, kind):
    """f for a tracer with one background particle or one vacancy."""
    sites = side * side
    pairs, drift = [], np.zeros(sites - 1)
    for s in range(1, sites):
        x, y = s % side, s // side
        for dx, dy in SQUARE:
            n = (x + dx) % side + side * ((y + dy) % side)
            if n != 0:
                pairs.append((s - 1, n - 1))
            else:
                # the walker sits at minus the step, next to the tracer
                drift[s - 1] = -K * dx if kind == "vacancy" else K * dx
                if kind == "vacancy":
                    opposite = dx % side + side * (dy % side)
                    pairs.append((s - 1, opposite - 1))
    rate = K if kind == "vacancy" else 2 * K
    hops = rate * sparse_from(pairs, sites - 1)
    escape = np.asarray(hops.sum(axis=1)).ravel()
    solution, info = cg((diags(escape) - hops).tocsr(), drift)
    assert info == 0
    walker = 1 / (sites - 1)
    chance = walker if kind == "vacancy" else 1 - walker
    return 1 - np.mean(drift * solution) / (K * chance)


def simulate(side, number, replicas, lag, rng):
    """Coherent and late incoherent decay rates from the same runs."""
    sites = side * side
    s = np.arange(sites)
    x, y = s % side, s // side
    start = np.concatenate([s, s])
    end = np.concatenate([(x + 1) % side + side * y,
                          x + side * ((y + 1) % side)])
    labels = np.full(sites, -1)
    labels[:number] = np.arange(number)
    grid = rng.permuted(np.tile(labels, (replicas, 1)), axis=1)
    flat = grid.reshape(-1)
    offset = np.arange(replicas) * sites
    phases = [np.exp(2j * np.pi * x / side), np.exp(2j * np.pi * y / side)]
    tries_per_time = int(round(2 * sites * K))

    def snapshot():
        # empty sites carry -1 and sort first, then particles by label
        place = np.argsort(flat.reshape(replicas, sites), axis=1)
        return place[:, sites - number:]

    shots = [snapshot()]
    for _ in range(3):
        for _ in range(lag):
            chosen = rng.integers(2 * sites, size=(tries_per_time, replicas))
            first, second = start[chosen] + offset, end[chosen] + offset
            for i, j in zip(first, second):
                a, b = flat[i], flat[j]
                free = (a < 0) | (b < 0)
                flat[i] = np.where(free, b, a)
                flat[j] = np.where(free, a, b)
        shots.append(snapshot())
    product, norm, early, late = 0.0, 0.0, 0.0, 0.0
    for phase in phases:
        waves = [phase[p] for p in shots]
        rho = [w.sum(axis=1) for w in waves]
        product += sum(np.mean(rho[i].conj() * rho[i + 1]).real
                       for i in range(3)) / 3
        norm += sum(np.mean(abs(r) ** 2) for r in rho) / 4
        early += np.mean(waves[0].conj() * waves[1]).real / 2
        late += np.mean(waves[0].conj() * waves[3]).real / 2
    return -np.log(product / norm) / lag, np.log(early / late) / (2 * lag)


# ---- coherent function from the full many-particle generator ----
q_small, t_small = np.pi / 2, 2.0
print("Rates in units of the total attempt rate; lengths in lattice constants")
print(f"4x4 torus: q = {q_small:.4f}, G0 = {free_width(q_small):.4f}")
for number in (3, 8, 12):
    decay, structure = coherent_exact(4, number, q_small, t_small)
    rate = -np.log(decay) / t_small
    assert abs(rate - free_width(q_small)) < 1e-8
    assert abs(structure - (16 - number) / 15) < 1e-10
    print(f"  N = {number:2d}: coherent rate = {rate:.6f}, "
          f"S per particle = {structure:.4f}")

# ---- incoherent function from the tagged-particle generator ----
chain = TaggedChain(4, 4, 8, SQUARE)
f_exact, f_trial, chance = chain.correlation_factor()
assert abs(chance - 8 / 15) < 1e-12
assert 0 < f_exact <= f_trial + 1e-6 and f_trial - f_exact < 0.03
dt = 1e-4
values = chain.self_function(q_small, [dt, 10.0, 12.0])
initial = (1 - values[0]) / dt
late_rate = np.log(values[1] / values[2]) / 2
# first-order finite difference: relative error of order rate * dt
assert abs(initial / (chance * free_width(q_small)) - 1) < 1e-3
assert late_rate < 0.97 * initial
q_tiny = 0.02
values = chain.self_function(q_tiny, [30.0, 50.0])
tiny_ratio = np.log(values[0] / values[1]) / 20 / free_width(q_tiny)
# corrections are of relative order q squared
assert abs(tiny_ratio / (chance * f_exact) - 1) < 2e-3
print("4x4 torus, N = 8, tagged particle:")
print(f"  chance that a neighbour site is free = {chance:.5f}")
print(f"  incoherent initial rate = {initial:.5f}, late = {late_rate:.5f}")
print(f"  f exact = {f_exact:.5f}, linear-trial bound = {f_trial:.5f}")
print(f"  small-q width/G0 = {tiny_ratio:.5f} at q = {q_tiny}, "
      f"chance*f = {chance * f_exact:.5f}")

# ---- single-file ring ----
for length, number in ((8, 4), (12, 6)):
    ring_f = TaggedChain(length, 1, number, CHAIN).correlation_factor()[0]
    assert abs(ring_f - 1 / number) < 1e-6
    print(f"Ring of {length} sites, N = {number}: f = {ring_f:.5f}")

# ---- resistance integral and the two exact limits ----
resistance = quad(lambda u: 2 * (1 + np.cos(u))
                  * np.sqrt((1 - np.cos(u)) / (3 - np.cos(u))),
                  0, np.pi)[0] / np.pi
assert abs(resistance - (2 - 4 / np.pi)) < 1e-9
kappa = 4 / resistance - 2
print(f"Resistance two steps apart R = {resistance:.6f}, kappa = {kappa:.6f}")
vacancy = [one_walker_factor(side, "vacancy") for side in (20, 40)]
slope = [(1 - one_walker_factor(side, "particle")) * (side ** 2 - 1)
         for side in (20, 40)]
# remove the leading inverse-area finite-size error
f_vacancy = (4 * vacancy[1] - vacancy[0]) / 3
f_slope = (4 * slope[1] - slope[0]) / 3
assert abs(f_vacancy - f_linear(1.0)) < 3e-4
assert abs(f_slope - (np.pi - 2) / 2) < 3e-4
print(f"One vacancy: f = {f_vacancy:.5f}, formula {f_linear(1.0):.5f}")
print(f"One background particle: (1-f)/c = {f_slope:.5f}, "
      f"formula {(np.pi - 2) / 2:.5f}")

# ---- worked example, with both widths simulated ----
side, spacing_nm, attempt_rate = 16, 0.3, 1e11
q = 2 * np.pi / side
g0 = free_width(q)
to_uev = const.hbar * attempt_rate / const.e * 1e6
diffusion = K * attempt_rate * (spacing_nm * 1e-9) ** 2
print(f"Example: a = {spacing_nm} nm, total attempt rate = "
      f"{attempt_rate:.1e} 1/s")
print(f"  q = {q:.5f} per lattice constant = {q / spacing_nm:.4f} 1/nm")
print(f"  hbar * attempt rate = {to_uev:.4f} micro-eV")
print(f"  free-particle diffusion coefficient = {diffusion:.4e} m^2/s")
print(f"  coherent width G0 = {g0:.6f} = {g0 * to_uev:.4f} micro-eV")
rng = np.random.default_rng(7)
replicas, lag = 2000, 30
print(f"  simulation: {side}x{side} torus, {replicas} runs, "
      f"lags {lag} and {3 * lag}")
for number in (64, 128, 192):
    c = number / side ** 2
    coherent, incoherent = simulate(side, number, replicas, lag, rng)
    blocked = (1 - c) * g0
    predicted = blocked * f_linear(c)
    # sampling noise; the incoherent rate also has finite-q and size errors
    assert abs(coherent / g0 - 1) < 0.08
    assert abs(incoherent / predicted - 1) < 0.06
    print(f"c = {c:.2f}: f_lin = {f_linear(c):.4f}, "
          f"(1-c)*f_lin = {(1 - c) * f_linear(c):.4f}")
    print(f"  simulated/G0: coherent {coherent / g0:.3f}, "
          f"incoherent {incoherent / g0:.4f}")
    print(f"  simulated f = {incoherent / blocked:.4f}")
    print(f"  incoherent width: blocking only {blocked * to_uev:.4f}, "
          f"with f_lin {predicted * to_uev:.4f} micro-eV")
    print(f"  simulated widths: coherent {coherent * to_uev:.3f}, "
          f"incoherent {incoherent * to_uev:.4f} micro-eV")

print("PASS")
```

Running it gives:

```
Rates in units of the total attempt rate; lengths in lattice constants
4x4 torus: q = 1.5708, G0 = 0.5000
  N =  3: coherent rate = 0.500000, S per particle = 0.8667
  N =  8: coherent rate = 0.500000, S per particle = 0.5333
  N = 12: coherent rate = 0.500000, S per particle = 0.2667
4x4 torus, N = 8, tagged particle:
  chance that a neighbour site is free = 0.53333
  incoherent initial rate = 0.26666, late = 0.19580
  f exact = 0.77755, linear-trial bound = 0.78538
  small-q width/G0 = 0.41469 at q = 0.02, chance*f = 0.41469
Ring of 8 sites, N = 4: f = 0.25000
Ring of 12 sites, N = 6: f = 0.16667
Resistance two steps apart R = 0.726760, kappa = 3.503877
One vacancy: f = 0.46694, formula 0.46694
One background particle: (1-f)/c = 0.57080, formula 0.57080
Example: a = 0.3 nm, total attempt rate = 1.0e+11 1/s
  q = 0.39270 per lattice constant = 1.3090 1/nm
  hbar * attempt rate = 65.8212 micro-eV
  free-particle diffusion coefficient = 2.2500e-09 m^2/s
  coherent width G0 = 0.038060 = 2.5052 micro-eV
  simulation: 16x16 torus, 2000 runs, lags 30 and 90
c = 0.25: f_lin = 0.8598, (1-c)*f_lin = 0.6448
  simulated/G0: coherent 1.004, incoherent 0.6473
  simulated f = 0.8630
  incoherent width: blocking only 1.8789, with f_lin 1.6154 micro-eV
  simulated widths: coherent 2.514, incoherent 1.6216 micro-eV
c = 0.50: f_lin = 0.7244, (1-c)*f_lin = 0.3622
  simulated/G0: coherent 1.011, incoherent 0.3569
  simulated f = 0.7139
  incoherent width: blocking only 1.2526, with f_lin 0.9073 micro-eV
  simulated widths: coherent 2.532, incoherent 0.8942 micro-eV
c = 0.75: f_lin = 0.5935, (1-c)*f_lin = 0.1484
  simulated/G0: coherent 1.013, incoherent 0.1458
  simulated f = 0.5833
  incoherent width: blocking only 0.6263, with f_lin 0.3717 micro-eV
  simulated widths: coherent 2.537, incoherent 0.3653 micro-eV
PASS
```
